# Mean Number of Equal-Mass Hard-Sphere Collisions to Slow an Ion

## An ion that starts at the cutoff

Let an ion have energy \(E_0\), and let \(E_c>0\) be a cutoff energy. Count the collisions up to and including the one after which the ion's energy is first below \(E_c\). Call this number \(N\).

Take \(E_0=E_c\) first. The ion is not yet below the cutoff, so at least one collision is needed. If the struck atom is at rest and free, any collision that transfers energy to it takes the ion below \(E_c\). A perfectly grazing contact transfers nothing, but it has probability zero. Hence \(N=1\) with probability one.

An ion that starts below the cutoff has \(N=0\). The mean count therefore jumps from 0 to 1 at \(E_c\). For \(E_0\ge E_c\) the result to be proved is

\[
\langle N\rangle=1+\ln\frac{E_0}{E_c}.
\]

At \(E_0=E_c\) the logarithm vanishes and the 1 remains, as it should. To go higher in energy we need the distribution of energy after one collision.

## One collision

The ion and the atom have equal mass \(m\) and behave as smooth, classical hard spheres. The atom is initially at rest, and the collision is elastic. Let \(\mathbf v\) be the ion's velocity before contact, \(\mathbf v'\) its velocity afterwards, and \(\mathbf w\) the atom's final velocity. Momentum and energy conservation give

\[
\mathbf v=\mathbf v'+\mathbf w,\qquad v^2=v'^2+w^2 .
\]

Squaring the first equation gives \(v^2=v'^2+w^2+2\mathbf v'\cdot\mathbf w\). Comparison with the second gives \(\mathbf v'\cdot\mathbf w=0\).

Smooth spheres exert no tangential force, so the atom moves along the unit vector \(\mathbf n\) that points from the ion's centre to the atom's centre at contact. Write \(\mathbf w=w\mathbf n\). Then

\[
0=(\mathbf v-w\mathbf n)\cdot w\mathbf n
=w(\mathbf v\cdot\mathbf n-w).
\]

The root \(w=0\) means that no collision took place. The other root is \(w=\mathbf v\cdot\mathbf n\), so

\[
\mathbf v'=\mathbf v-(\mathbf v\cdot\mathbf n)\mathbf n .
\]

The ion loses the velocity component along the line of centres and keeps the rest.

Let \(b\) be the impact parameter and \(d\) the distance between the centres at contact. If \(\alpha\) is the angle between \(\mathbf v\) and \(\mathbf n\), then \(\sin\alpha=b/d\). The speed that remains is \(v\sin\alpha\), and therefore

\[
\frac{E'}{E}=\sin^2\alpha=\frac{b^2}{d^2}.
\]

Two limits test this. A head-on collision, \(b=0\), stops the ion and passes all its energy to the atom. A grazing collision, \(b=d\), leaves the energy unchanged.

Now assume that impact points are uniformly distributed over the collision disc of area \(\pi d^2\). For \(0\le u\le1\),

\[
P\!\left(\frac{E'}{E}\le u\right)
=P(b\le d\sqrt u)
=\frac{\pi d^2u}{\pi d^2}=u .
\]

Thus \(E'\) is uniformly distributed between 0 and \(E\). The diameter has cancelled. It may even depend on \(E\), provided that the impact points still fill the corresponding disc uniformly.

We follow the original ion throughout, even when the struck atom leaves with more energy. We also assume that successive impact points are independent, that every target atom is at rest, that nothing is lost between collisions, and that the ion stays in the medium.

## Two collisions

Set \(r=E_c/E_0\), with \(0<r\le1\). The first collision ends the count if \(E'<E_c\), so

\[
P(N=1)=\frac{E_c}{E_0}=r .
\]

For the count to end at the second collision, the first must leave an energy \(E'\) between \(E_c\) and \(E_0\). The second then succeeds with probability \(E_c/E'\). Since \(E'\) has density \(1/E_0\),

\[
P(N=2)=\int_{E_c}^{E_0}\frac{dE'}{E_0}\frac{E_c}{E'}
=r\ln\frac1r .
\]

This is where the logarithm enters. Close to the cutoff, put \(E_0=E_c(1+\epsilon)\) with \(\epsilon\ll1\). The first collision fails to end the count with probability \(1-r\approx\epsilon\). One more collision then suffices, apart from corrections of order \(\epsilon^2\). The mean is \(1+\epsilon\) to first order, in agreement with \(1+\ln(1+\epsilon)\).

## Any number of collisions

Let \(M(E)\) be the mean count for an ion of energy \(E\ge E_c\). Before writing an equation for it, we must know that it is finite.

Let \(E_n\) be the energy after \(n\) collisions, continuing the sequence below the cutoff if necessary. A uniform fraction has mean \(1/2\), and the fractions are independent, so \(\langle E_n\rangle=E/2^n\). The energy never rises. The count therefore exceeds \(n\) precisely when \(E_n\ge E_c\). A non-negative quantity with mean \(\langle E_n\rangle\) can be at least \(E_c\) with probability no greater than \(\langle E_n\rangle/E_c\). Hence

\[
P(N>n)=P(E_n\ge E_c)\le\frac{E}{E_c2^n}.
\]

The mean of a non-negative integer is the sum of these tail probabilities:

\[
M(E)=\sum_{n=0}^{\infty}P(N>n)
\le\frac{E}{E_c}\sum_{n=0}^{\infty}2^{-n}
=\frac{2E}{E_c}.
\]

So \(M\) is finite, and it is bounded on every finite energy interval. It also does not decrease with \(E\), because the same sequence of fractions keeps a faster ion above the cutoff at least as long. A bounded monotonic function can be integrated.

Now separate out the first collision. It contributes 1. The remaining mean count is \(M(E')\) if \(E'\ge E_c\), and 0 otherwise. Averaging over the uniform law gives

\[
M(E)=1+\frac1E\int_{E_c}^{E}M(E')\,dE'.
\]

The integral of a bounded function is continuous in its upper limit, so \(M\) is continuous for \(E\ge E_c\). The integral of a continuous function is differentiable, so \(M\) is differentiable for \(E>E_c\). Multiply by \(E\),

\[
EM(E)=E+\int_{E_c}^{E}M(E')\,dE',
\]

and differentiate:

\[
M+E\frac{dM}{dE}=1+M
\quad\Longrightarrow\quad
\frac{dM}{dE}=\frac1E .
\]

At \(E=E_c\) the integral is zero, which gives \(M(E_c)=1\). Integrating from \(E_c\) to \(E_0\) yields

\[
\boxed{M(E_0)=\langle N\rangle=1+\ln\frac{E_0}{E_c}} .
\]

Substitution confirms it. The derivative of \(E\ln(E/E_c)\) is \(1+\ln(E/E_c)\), so the integral of \(M\) from \(E_c\) to \(E\) is \(E\ln(E/E_c)\). Dividing by \(E\) and adding 1 returns \(M(E)\).

## The spread, and the meaning of the 1

Let \(X=\ln(E/E')\) be the logarithmic loss in one collision. From the uniform law,

\[
P(X>x)=P(E'/E<e^{-x})=e^{-x},\qquad x\ge0 .
\]

Thus \(X\) has density \(e^{-x}\) and mean 1. On a logarithmic energy scale the ion takes independent random steps of mean length 1. It must pass the distance \(L=\ln(E_0/E_c)\).

Let \(S_k\) be the sum of \(k\) steps. Its density is \(f_k(s)=s^{k-1}e^{-s}/(k-1)!\). This holds for \(k=1\), and adding one step preserves the form:

\[
f_{k+1}(s)=\int_0^s\frac{t^{k-1}e^{-t}}{(k-1)!}\,e^{-(s-t)}dt
=\frac{s^ke^{-s}}{k!}.
\]

The event \(N=k+1\) means that \(k\) steps have not passed \(L\), but the next one does. For \(k\ge1\),

\[
P(N=k+1)=\int_0^L f_k(s)e^{-(L-s)}ds
=e^{-L}\frac{L^k}{k!}.
\]

For \(k=0\) the probability is \(e^{-L}\), which fits the same formula. These values reproduce the one- and two-collision results, since \(e^{-L}=r\). Hence \(N-1\) has a Poisson distribution, whose mean and variance are both \(L\). The standard deviation of \(N\) is \(\sqrt L\). For large \(L\) the relative spread \(\sqrt L/(1+L)\) falls slowly, roughly as \(1/\sqrt L\).

The additional 1 comes from overshoot. Before the last collision the ion has some energy \(E\ge E_c\), and afterwards its energy is uniform on \([0,E]\). Given that the result lies below \(E_c\), it is uniform on \([0,E_c]\), whatever \(E\) was. The mean final energy is \(E_c/2\), and the mean logarithmic overshoot is

\[
\left\langle\ln\frac{E_c}{E_N}\right\rangle
=-\int_0^1\ln u\,du=1 .
\]

The total mean logarithmic loss is thus \(L+1\). It also equals \(\langle N\rangle\) times the mean loss per step. The reason is that whether step \(n\) is taken depends on the earlier steps alone, so its mean length is still 1 when it is taken. Summing over \(n\) gives \(\sum_nP(N\ge n)=\langle N\rangle\), and again \(\langle N\rangle=L+1\).

## Numbers for silicon in silicon

Take a silicon ion of \(E_0=1000\) eV in amorphous silicon and follow it to \(E_c=15\) eV. Then

\[
L=\ln\frac{1000}{15}=4.20,\qquad
\langle N\rangle=1+4.20=5.20 .
\]

The standard deviation is \(\sqrt{4.20}=2.05\), so single histories differ widely. The chance that one collision is enough is \(15/1000=0.015\). At fixed cutoff, a tenfold increase in starting energy adds \(\ln10=2.30\) collisions to the mean.

A Monte Carlo calculation with 200000 histories used three-dimensional velocity vectors and uniformly sampled impact points. It gave a mean of 5.195 with a standard error of 0.005, in agreement with the formula. The variance was 4.18, against the predicted 4.20. The mean final energy was 7.49 eV, against 7.5 eV, and the mean logarithmic overshoot was 1.002. These and the further values below are collected in the numerical output.

The energy is halved on average in each collision, which suggests the estimate \(\log_2(1000/15)=6.06\). This answers a different question: how many halvings bring the mean energy down to the cutoff. The logarithm of the mean fraction kept is \(-\ln2\), whereas the mean logarithm of that fraction is \(-1\). The second governs the count.

The choice of particle matters as well. If the faster partner is followed after each collision, the fraction kept is uniform on \([1/2,1]\). Its mean logarithmic loss is

\[
-2\int_{1/2}^{1}\ln u\,du=1-\ln2\approx0.307 .
\]

The overshoot now lies between 0 and \(\ln2\). The step-counting argument places the mean between \(L/(1-\ln2)=13.7\) and \((L+\ln2)/(1-\ln2)=15.9\). Numerical solution of the corresponding first-collision equation gives 14.4. The boxed formula does not apply to this way of counting.

## Where the model meets real implantation

The example corresponds to a very shallow implantation of silicon into silicon. The density of 50 atoms per nm³ and the cutoff, chosen near the displacement threshold, are rough typical values. For the impact-parameter limits used below, replacing the hard sphere changes the count more than the other corrections sized here, mainly because those limits admit distant encounters, well outside the hard-sphere disc at 1 keV, which a soft repulsion counts as collisions although they transfer little energy.

To size this, the hard sphere was replaced by the Ziegler–Biersack–Littmark screened repulsion, still without electronic loss. A soft potential has no sharp edge, so one must choose the largest impact parameter that counts as a collision. With 0.153 nm, which gives a disc of area \(n^{-2/3}\) for atomic density \(n\), the mean count is about 21. With 0.100 nm it is 9.7. Both exceed 5.20, and they differ although the potential and energies are the same. Most of the excess comes from the width of the disc. If the limit is the head-on turning distance at each energy (0.049 nm at 1000 eV), the count is only about 6.0, and a fixed limit of 0.050 nm gives about 4.0, below the hard-sphere value. For a soft potential the count therefore has no definite value until the cutoff in impact parameter is stated.

The energy transfers show the change in character. For the wider disc, the mean fractional loss is 0.067 at 1000 eV and 0.504 at 15 eV. The hard-sphere value is 0.5 at every energy. The agreement at 15 eV depends on the disc chosen: the narrower one gives 0.734 there. A mean loss near one half does not by itself establish the uniform law.

Electronic loss was sized with the Lindhard–Scharff formula, in which stopping is proportional to speed. Here the hard-sphere diameter does matter, because it sets the flight length. It was taken as the head-on turning point in the screened potential at centre-of-mass energy \(E/2\). At 1000 eV the mean flight is 2.66 nm and the stopping is 27.9 eV/nm, so a flight costs, with the stopping held at its starting value, about

\[
2.66\times27.9\approx74\ \text{eV},
\]

or 7% of the starting energy. To include this loss, the mean flight length is set by the energy at the start of each flight, and an ion that drops below the cutoff in flight is given no further collision. With these conventions the mean count falls from 5.20 to 4.83, a reduction of 7% relative to the lossless result.

Other corrections are smaller for these inputs:

- If the ion is silicon-28 and every target atom is silicon-30, the hard-sphere mean becomes 5.215, a change of about 0.3%.
- For normal incidence and no surface barrier, 0.7% of hard-sphere histories cross the surface before falling below the cutoff.
- At 300 K, \(kT=0.026\) eV, or 0.17% of \(E_c\). The stationary-atom assumption would fail for a cutoff comparable with \(kT\), where a moving atom can give energy to the ion.

Near the cutoff, the picture of separate binary collisions is itself strained. The hard-sphere mean flight at 15 eV, found from a purely repulsive potential that leaves out bonding, is 0.254 nm, about the same as the spacing \(n^{-1/3}=0.27\) nm. This flight rests on a contact distance of 0.158 nm, where the screened potential gives 7.5 eV; a rough density-functional estimate for an isolated silicon pair gives only about 3 eV there, so the flight and the loss fractions at 15 eV are approximate for real silicon. Several atoms may act on the ion at once. That effect, binding and channelling in a crystal have not been sized here. The value 5.20 is a property of the stated collision model, useful for checking a transport calculation run under the same assumptions, and not a prediction of how many encounters a real silicon ion undergoes.

## Computed values

```
Starting energy E0: 1000 eV
Cutoff energy Ec: 15 eV
Atomic density: 50 per nm3
Energy ratio E0/Ec: 66.667
ln(E0/Ec): 4.1997
Mean collision number, formula: 5.1997
Mean collision number, Monte Carlo: 5.195
Monte Carlo standard error: 0.005
Number of Monte Carlo histories: 200000
Mean collision number, integral equation: 5.200
Variance of count, Monte Carlo: 4.176
Standard deviation, formula: 2.049
Mean final energy, Monte Carlo: 7.490 eV
Mean log overshoot, Monte Carlo: 1.002
Halving estimate log2(E0/Ec): 6.059
Added collisions per tenfold E0: 2.303
Probability N=1, Poisson law: 0.0150; Monte Carlo: 0.0145
Probability N=3, Poisson law: 0.1323; Monte Carlo: 0.1318
Probability N=5, Poisson law: 0.1944; Monte Carlo: 0.1945
Probability N=7, Poisson law: 0.1143; Monte Carlo: 0.1133
Probability N=9, Poisson law: 0.0360; Monte Carlo: 0.0354
Count if faster partner is followed: 14.39
Count with all targets silicon-30: 5.215
Hard-sphere contact distance at E0: 0.0489 nm
Hard-sphere contact distance at Ec: 0.1584 nm
Mean flight at E0: 2.661 nm
Mean flight at Ec: 0.254 nm
Electronic stopping at E0: 27.92 eV/nm
Electronic stopping at Ec: 3.42 eV/nm
Mean count with electronic loss: 4.83
Wide impact cutoff: 0.1531 nm
Soft-potential count, wide cutoff: 20.7
Mean fractional loss at E0, wide cutoff: 0.067
Mean fractional loss at Ec, wide cutoff: 0.504
Narrow impact cutoff: 0.1000 nm
Soft-potential count, narrow cutoff: 9.7
Mean fractional loss at E0, narrow cutoff: 0.154
Mean fractional loss at Ec, narrow cutoff: 0.734
Surface escape fraction before cutoff: 0.007
Thermal energy kT at 300 K: 0.0259 eV
Ratio kT/Ec: 0.00172
```
